\section*{Spontaneous Emission Rate of an Electric Dipole in Free Space}

\section*{The problem}

An emitter at rest in empty space is in an excited state $|e\rangle$, and no photon is present. It can pass to one nondegenerate lower state $|g\rangle$, giving its energy $\hbar\omega$ to a photon. Here $\omega$ is an angular frequency. The transition dipole is the vector
\begin{equation}
\mathbf d=\langle g|\hat{\mathbf d}|e\rangle ,\qquad d^2=\sum_{i=x,y,z}|d_i|^2 .
\end{equation}
Its components may be complex. We seek the probability per unit time $A$ that the photon is emitted, and the distribution of its directions. SI units are used.

The field is placed in a cube of side $L$ and volume $V=L^3$ with periodic boundary conditions. The cube is a counting device, and $V$ must drop out of the answer. A mode is labelled by a wave vector $\mathbf k$ and one of two unit polarization vectors $\mathbf e_\lambda$ perpendicular to $\mathbf k$. Its frequency is $\omega_k=ck$.

\section*{(a) How strong is the field of one photon?}

\textit{Find the field amplitude of a mode from the requirement that its energy be $\hbar\omega_k(a^\dagger a+\tfrac12)$, where $a$ removes a photon and $[a,a^\dagger]=1$.}

\textbf{Solution.} For one travelling wave, write
\begin{equation}
\mathbf E=i\mathcal E_k\left(\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}-\mathbf e^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\qquad
\mathbf B=\frac1c\,\hat{\mathbf k}\times\mathbf E ,
\end{equation}
with $\mathcal E_k$ real and unknown. Squaring, with $i^2=-1$ and $\mathbf e\cdot\mathbf e^*=1$, gives
\begin{equation}
\mathbf E^2=\mathcal E_k^2\left[aa^\dagger+a^\dagger a-(\mathbf e\cdot\mathbf e)a^2e^{2i\mathbf k\cdot\mathbf r}-(\mathbf e^*\cdot\mathbf e^*)a^{\dagger2}e^{-2i\mathbf k\cdot\mathbf r}\right].
\end{equation}
The last two terms oscillate through whole periods across the box and integrate to zero. Since $\mathbf E\perp\hat{\mathbf k}$, we have $\mathbf B^2=\mathbf E^2/c^2$. With $1/\mu_0=\epsilon_0c^2$, the magnetic energy therefore equals the electric energy, and
\begin{align}
H&=\int_V\left(\frac{\epsilon_0}{2}\mathbf E^2+\frac{1}{2\mu_0}\mathbf B^2\right)d^3r
=\epsilon_0V\mathcal E_k^2\,(aa^\dagger+a^\dagger a)\nonumber\\
&=2\epsilon_0V\mathcal E_k^2\left(a^\dagger a+\tfrac12\right).
\end{align}
The last line uses $aa^\dagger=a^\dagger a+1$. Comparison with the required energy gives
\begin{equation}
\mathcal E_k=\sqrt{\frac{\hbar\omega_k}{2\epsilon_0V}} .
\label{eq:field}
\end{equation}
A larger box spreads the same energy over more space, so the field at the emitter is weaker.

\section*{(b) What is the matrix element for emission?}

\textit{The emitter sits at the origin and is much smaller than the wavelength. Find $|M|^2$ for the step from $|e\rangle$ with no photon to $|g\rangle$ with one photon in mode $(\mathbf k,\lambda)$.}

\textbf{Solution.} Across an emitter of size $s$ the phase $\mathbf k\cdot\mathbf r$ varies by at most about $ks$. If $ks\ll1$, the phase factor may be replaced by its value at the origin, which is 1. This is the electric dipole approximation, and the coupling is $H_{\rm int}=-\hat{\mathbf d}\cdot\mathbf E(0)$.

The part of $\mathbf E$ containing $a$ gives zero on the vacuum. The part containing $a^\dagger$ creates one photon with factor $\sqrt1=1$. Hence
\begin{equation}
M=-\mathbf d\cdot(-i\mathcal E_k\mathbf e_\lambda^*)=i\mathcal E_k\,\mathbf e_\lambda^*\cdot\mathbf d,
\qquad
|M|^2=\frac{\hbar\omega_k}{2\epsilon_0V}\,|\mathbf e_\lambda^*\cdot\mathbf d|^2 .
\label{eq:matrix}
\end{equation}
A photon couples to the component of the dipole along its own polarization. If $\mathbf d=0$ by symmetry, the rate vanishes in this approximation, and emission must come from effects left out here: higher electric multipoles from the expansion of the phase factor, magnetic coupling to $\mathbf B$, or higher-order processes such as the emission of two photons.

\section*{(c) How does a rate arise from many modes?}

\textit{Use first-order perturbation theory to obtain the golden rule, and state when it may be applied here.}

\textbf{Solution.} Let $\Delta=\omega_k-\omega$. To first order, the amplitude of one final state after time $t$ is
\begin{equation}
b(t)=\frac{M}{i\hbar}\int_0^te^{i\Delta t'}dt'
=\frac{M}{i\hbar}\,e^{i\Delta t/2}\,\frac{\sin(\Delta t/2)}{\Delta/2},
\end{equation}
so its probability is
\begin{equation}
|b(t)|^2=\frac{|M|^2}{\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\end{equation}
As a function of $\Delta$ the last factor is a peak of width about $2\pi/t$. With $x=\Delta t/2$ its area is
\begin{equation}
\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\Delta
=2t\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=2\pi t .
\end{equation}
When the coupling and the mode density change little across the peak, the peak acts as $2\pi t\,\delta(\Delta)$. The probability of emission at frequencies near $\omega$ then grows in proportion to $t$, at the rate
\begin{equation}
A=\frac{2\pi}{\hbar^2}\sum_{\mathbf k,\lambda}|M|^2\,\delta(\omega_k-\omega).
\label{eq:golden}
\end{equation}
The factor is $1/\hbar^2$ because the delta function has a frequency as its argument. With an energy as argument it would be $1/\hbar$.

Modes far from $\omega$ also acquire some probability. For each of them it oscillates between 0 and $4|M|^2/(\hbar\Delta)^2$ and does not keep growing with $t$. If the coupling is cut off at short wavelengths, this part soon levels off. It adds a nearly constant amount to the total probability and does not change the rate. The size of that constant depends on the cutoff. The finite size of the emitter alone does not fix it: in this form of the coupling the size weakens the matrix element only as $1/k$, and the constant still grows logarithmically with the cutoff. The constant can also exceed $At$ until $\omega t$ is far larger than 1.

Three conditions enter. The time must satisfy $\omega t\gg1$, so that the peak is narrow compared with $\omega$. It must also satisfy $At\ll1$, so that first order suffices. Both can hold together if $A\ll\omega$. Finally, the sum must act as a continuum: light emitted by the atom must not yet have crossed the periodic box and returned, so $t<L/c$. To follow the decay over a lifetime, we need $L>c/A$.

First order gives the loss rate at times long compared with $1/\omega$ but short compared with $1/A$. If the same rate applies to whatever population remains, then $dP_e/dt=-AP_e$ and $P_e=e^{-At}$. That step is examined in part (g).

\section*{(d) How many modes are available?}

\textit{Find the number of modes per unit angular frequency, first for one polarization and unit solid angle, then in total.}

\textbf{Solution.} Periodicity requires $\mathbf k=2\pi\mathbf n/L$ with integer $n_x,n_y,n_z$. Each wave vector thus occupies a volume $(2\pi/L)^3=8\pi^3/V$ in $\mathbf k$ space. For one polarization, the number of modes in $d^3k$ is
\begin{equation}
\frac{V}{8\pi^3}\,k^2\,dk\,d\Omega=\frac{V\omega_k^2}{8\pi^3c^3}\,d\omega_k\,d\Omega ,
\label{eq:density}
\end{equation}
where $k=\omega_k/c$ and $dk=d\omega_k/c$. All directions give a factor $4\pi$ and the two polarizations a factor 2:
\begin{equation}
\rho(\omega)=2\cdot4\pi\cdot\frac{V\omega^2}{8\pi^3c^3}=\frac{V\omega^2}{\pi^2c^3}.
\label{eq:rho}
\end{equation}

This can be compared with a direct count. In units with $c=1$ and $L=2\pi$, the wave vectors are integer triples and the frequency is their length. Above frequency 28 and up to and including 32 there are 90\,200 modes, while integrating $\rho$ gives 90\,612, a difference of 0.5\% of the latter. If each triple is given a unit cube, the count and the shell volume can differ only through cubes cut by the two spherical surfaces. This relative error tends to zero for a shell of fixed relative thickness as its radius grows.

\section*{(e) In which directions is the photon emitted?}

\textit{Sum over polarizations and find the rate per unit solid angle for a linear dipole.}

\textbf{Solution.} For each direction, $\mathbf e_1$, $\mathbf e_2$ and $\hat{\mathbf k}$ form an orthonormal basis. The squared length of $\mathbf d$ is the sum of its squared components in that basis:
\begin{equation}
d^2=|\mathbf e_1^*\cdot\mathbf d|^2+|\mathbf e_2^*\cdot\mathbf d|^2+|\hat{\mathbf k}\cdot\mathbf d|^2 .
\end{equation}
Therefore
\begin{equation}
\sum_{\lambda=1,2}|\mathbf e_\lambda^*\cdot\mathbf d|^2=d^2-|\hat{\mathbf k}\cdot\mathbf d|^2 ,
\label{eq:polsum}
\end{equation}
whichever pair of polarization vectors was chosen.

A linear dipole has the form $\mathbf d=d\,e^{i\varphi}\hat{\mathbf n}$, with a real unit vector $\hat{\mathbf n}$. If $\theta$ is the angle between $\hat{\mathbf k}$ and $\hat{\mathbf n}$, then $|\hat{\mathbf k}\cdot\mathbf d|^2=d^2\cos^2\theta$, and the sum is $d^2\sin^2\theta$.

Now insert (\ref{eq:matrix}) and the density (\ref{eq:density}) into (\ref{eq:golden}). The delta function sets $\omega_k=\omega$. The density for one polarization is used, because the polarization sum has been done explicitly:
\begin{align}
\frac{dA}{d\Omega}
&=\frac{2\pi}{\hbar^2}\cdot\frac{\hbar\omega}{2\epsilon_0V}\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot d^2\sin^2\theta\nonumber\\
&=\frac{\omega^3d^2}{8\pi^2\epsilon_0\hbar c^3}\,\sin^2\theta .
\label{eq:angular}
\end{align}
The numerical factor is $2\pi/(2\cdot8\pi^3)=1/(8\pi^2)$, and $V$ has cancelled: a larger box has more modes, each with a proportionally smaller squared field.

No photon leaves along the dipole axis, because both polarizations available there are perpendicular to $\mathbf d$. Emission is strongest in the plane perpendicular to the dipole.

\section*{(f) What is the total rate?}

\textit{Integrate over directions. Does the answer change if the dipole is not linear?}

\textbf{Solution.} With $u=\cos\theta$,
\begin{equation}
\int\sin^2\theta\,d\Omega=2\pi\int_{-1}^{1}(1-u^2)\,du=2\pi\left(2-\frac23\right)=\frac{8\pi}{3}.
\end{equation}
Multiplying the prefactor of (\ref{eq:angular}) by this number gives
\begin{equation}
A=\frac{\omega^3d^2}{8\pi^2\epsilon_0\hbar c^3}\cdot\frac{8\pi}{3}
=\frac{\omega^3d^2}{3\pi\epsilon_0\hbar c^3}.
\label{eq:A}
\end{equation}
This is the Einstein coefficient for spontaneous emission. In terms of it, the linear-dipole pattern is
\begin{equation}
\frac{dA}{d\Omega}=\frac{3A}{8\pi}\sin^2\theta .
\label{eq:pattern}
\end{equation}

For a general complex $\mathbf d$, symmetry gives $\int\hat k_i\hat k_j\,d\Omega=(4\pi/3)\delta_{ij}$: the integral vanishes for $i\neq j$, and the three diagonal entries are equal and add up to $4\pi$. From (\ref{eq:polsum}),
\begin{equation}
\int\left(d^2-|\hat{\mathbf k}\cdot\mathbf d|^2\right)d\Omega=4\pi d^2-\frac{4\pi}{3}d^2=\frac{8\pi}{3}d^2 .
\end{equation}
The total rate is therefore the same, although the pattern may differ. For the circular dipole $\mathbf d=d(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$, with $\theta$ measured from $z$, we have $|\hat{\mathbf k}\cdot\mathbf d|^2=\tfrac12d^2\sin^2\theta$. The polarization sum is then $\tfrac12d^2(1+\cos^2\theta)$, which is largest along the $z$ axis.

There is also a shorter route to the total. Averaged over all directions and both polarizations, $|\mathbf e_\lambda^*\cdot\mathbf d|^2$ equals $(8\pi d^2/3)/(2\cdot4\pi)=d^2/3$. With the full density (\ref{eq:rho}),
\begin{equation}
A=\frac{2\pi}{\hbar^2}\,\mathcal E^2\,\frac{d^2}{3}\,\rho(\omega),
\label{eq:short}
\end{equation}
where $\mathcal E$ is (\ref{eq:field}) at $\omega_k=\omega$. Here the two polarizations are counted in $\rho$, so the matrix element must be averaged over them and not summed.

Of the three powers of $\omega$, one comes from the squared field of a photon and two from the mode density. Doubling the frequency at fixed $d$ multiplies the rate by eight. Mirrors, cavities and surrounding media change the modes, so (\ref{eq:A}) does not apply there as it stands. If there are several orthogonal lower states, their rates are added, each with its own $\omega$ and $\mathbf d$.

\section*{(g) Does the excited state really decay at this rate?}

\textit{Set up a calculation that does not use the golden rule, and interpret its deviation from (\ref{eq:A}).}

\textbf{Solution.} Take $\hbar=\epsilon_0=c=1$, $L=2\pi$ and emitter frequency $\omega_0=30$. Keep the states with either the emitter excited or one photon present (the rotating-wave approximation), and include the box modes with frequencies from 15 to 45. Let $c_e$ be the amplitude of the excited emitter and $b_j$ those of modes with a common frequency $\nu$ and couplings $g_j$:
\begin{equation}
i\dot c_e=\omega_0c_e+\sum_jg_j^*b_j+\cdots,\qquad i\dot b_j=\nu b_j+g_jc_e ,
\end{equation}
where the dots stand for the other frequencies. With $G^2=\sum_j|g_j|^2$ and $b=\sum_jg_j^*b_j/G$, these become
\begin{equation}
i\dot c_e=\omega_0c_e+Gb+\cdots,\qquad i\dot b=\nu b+Gc_e .
\end{equation}
One combined mode per frequency is therefore enough, 1501 in all, and the matrix can be diagonalized. The decay rate is read from the excited population between $t=1$ and $t=5$, before light crosses the box at $t=2\pi$.

For $d=0.008$, formula (\ref{eq:A}) gives 0.18335 and the simulation 0.18200, a ratio of 0.993. For $d=0.004$ the ratio is 0.999. These ratios come from two times only, and the population carries a small ripple: other windows between $t=1$ and $t=5.5$ give 0.991 to 0.993 for the larger dipole and 0.997 to 0.999 for the smaller. At $t=5$ the excited populations are 0.4035 and 0.7959, against $e^{-At}=0.400$ and $0.795$. The exponential law thus holds well beyond the range $At\ll1$ of first-order theory.

Much of the small deficit can be understood as a radiative level shift. Second-order perturbation theory shifts the excited level by $\delta=\sum_\nu G_\nu^2/(\omega_0-\nu)$. By the golden rule, $G_\nu^2$ per unit frequency is $(A/2\pi)(\nu/\omega_0)^3$. With $\nu=\omega_0(1+x)$ and the principal value at $x=0$,
\begin{align}
\delta&=-\frac{A}{2\pi}\,\mathrm P\!\!\int_{-1/2}^{1/2}\frac{(1+x)^3}{x}\,dx
=-\frac{A}{2\pi}\,\mathrm P\!\!\int_{-1/2}^{1/2}\left(\frac1x+3+3x+x^2\right)dx\nonumber\\
&=-\frac{A}{2\pi}\left(3+\frac1{12}\right)\approx-0.49A .
\end{align}
The emitted frequency is lowered, and since the rate varies as $\omega^3$, its relative change is about $3\delta/\omega_0$. This is $-0.9\%$ for the larger dipole and $-0.2\%$ for the smaller. The two-point deviations, relative to (\ref{eq:A}), are $-0.7\%$ and $-0.1\%$, but the ripple makes each uncertain by 0.1 to 0.2 percentage points. A straight-line fit of $\ln P_e$ over $1\le t\le5$ gives $-0.82\%$ and $-0.21\%$. A second correction of order $A/\omega_0$ comes from the variation of the shift with frequency, which multiplies the rate by $1+d\delta/d\omega$. For this band $d\delta/d\omega=+A/(2\pi\omega_0)$, and the two terms together give $-0.80\%$ and $-0.20\%$. The shift term dominates for this band, but for other bands the second term can be as large or larger. The value of $\delta$ depends on the chosen band and is not the physical shift of an atom.

\section*{(h) What are the numbers for a molecular-sized emitter?}

\textit{A model emitter of size 1 nm has a linear transition dipole of 5 debye and emits at 500 nm. Find its rate and lifetime, and the fraction of photons collected in a cone of half-angle $30^\circ$. Use a box of side 10 m.}

\textbf{Solution.} The inputs are round model values. In SI units $d=1.668\times10^{-29}$ C\,m, and $\omega=2\pi c/\lambda=3.767\times10^{15}$ rad/s. Equations (\ref{eq:field}) and (\ref{eq:rho}) give $\mathcal E=4.737\times10^{-6}$ V/m and $\rho=5.337\times10^{7}$ s. The coupling frequency is
\begin{equation}
\frac{\mathcal Ed}{\hbar}=\frac{(4.737\times10^{-6})(1.668\times10^{-29})}{1.0546\times10^{-34}}\ \mathrm{s^{-1}}=0.749\ \mathrm{s^{-1}},
\end{equation}
and (\ref{eq:short}) yields
\begin{equation}
A=\frac{2\pi}{3}\,(0.749)^2\,(5.337\times10^{7})\ \mathrm{s^{-1}}=6.27\times10^{7}\ \mathrm{s^{-1}} .
\end{equation}
The radiative lifetime is $1/A=15.9$ ns. Each mode couples very weakly, and the rate is the combined effect of very many modes. In a larger box the modes are more numerous but each couples more weakly, so $A$ is the same.

The amplitude decays as $e^{-At/2}$, so the line shape is proportional to $1/(\Delta^2+A^2/4)$. It falls to half its peak at $\Delta=\pm A/2$, and its full width in ordinary frequency is $A/2\pi=9.98$ MHz. This assumes a stable lower state and no other source of decay or broadening.

By (\ref{eq:pattern}), the rate per solid angle is $7.49\times10^{6}\ \mathrm{s^{-1}\,sr^{-1}}$ at $\theta=90^\circ$. At $30^\circ$ it is one quarter of that, $1.87\times10^{6}\ \mathrm{s^{-1}\,sr^{-1}}$.

For collection, let $u_0=\cos30^\circ=0.8660$, and let $u$ be the cosine of the angle from the cone axis. If that axis lies along the dipole, the collected fraction is
\begin{equation}
F_\parallel=\frac{3}{8\pi}\,2\pi\int_{u_0}^1(1-u^2)\,du
=\frac34(1-u_0)-\frac14(1-u_0^3)=0.0129 .
\end{equation}
If the dipole is perpendicular to the cone axis, $\sin^2\theta=1-(1-u^2)\cos^2\phi$, where $\phi$ is the azimuth about that axis. Integration over $\phi$ gives $2\pi-\pi(1-u^2)=\pi(1+u^2)$, and
\begin{equation}
F_\perp=\frac38\int_{u_0}^1(1+u^2)\,du
=\frac38(1-u_0)+\frac18(1-u_0^3)=0.0941 .
\end{equation}
Turning the dipole from along the cone axis to across it raises the collected fraction 7.3 times, while the lifetime stays the same.

The assumptions can now be checked. The ratio $A/\omega=1.7\times10^{-8}$ justifies weak coupling, and $ks=0.0126$ justifies the dipole approximation. Light needs 33.4 ns to cross the box, longer than the lifetime. A still larger box would be needed to follow the decay further, but it would leave $A$ unchanged.

The numerical check checks the angular integrals, the mode sums and the decay rate numerically.

\section*{Computed results}
\begin{verbatim}
ANGULAR INTEGRALS of polarization sum, unit dipole
  linear: 8.377580 sr
  circular: 8.377580 sr
  general complex: 8.377580 sr
  8 pi/3 = 8.377580 sr
FIELD ENERGY, lowest three levels / (hbar omega): 0.5000 1.5000 2.5000
BOX MODES (hbar = epsilon0 = c = 1, side 2 pi)
  shell: frequency 28 to 32
  modes counted, both polarizations: 90200
  modes from density formula: 90612
  golden-rule sum / A formula: 0.9996
  rate at frequency 40 / rate at 20: 7.999
  share of emission by |cos theta| bin: summed, sin^2 law
   0.00-0.25: 0.3673, 0.3672
   0.25-0.50: 0.3203, 0.3203
   0.50-0.75: 0.2263, 0.2266
   0.75-1.00: 0.0861, 0.0859
DECAY BY DIAGONALIZATION, omega = 30, band 15 to 45
  combined modes: 1501; rate taken from t = 1 to 5
  d = 0.008: A formula 0.18335, simulated 0.18200, ratio 0.9926
    excited population at t = 5: 0.4035
  d = 0.004: A formula 0.04584, simulated 0.04579, ratio 0.9989
    excited population at t = 5: 0.7959
WORKED EXAMPLE
  wavelength: 500 nm
  transition dipole: 5.0 debye = 1.6678e-29 C m
  angular frequency: 3.7673e+15 rad/s
  box side: 10 m; volume: 1000 m^3
  one-photon field amplitude: 4.7366e-06 V/m
  mode density, all directions, both pol.: 5.3370e+07 s
  A: 6.2724e+07 1/s
  A by quadrature over directions: 6.2724e+07 1/s
  lifetime: 15.94 ns
  natural linewidth A/(2 pi): 9.983 MHz
  dA/dOmega at 90 deg: 7.4871e+06 1/(s sr)
  dA/dOmega at 30 deg: 1.8718e+06 1/(s sr)
  30 deg cone along dipole, fraction: 0.01286
  30 deg cone across dipole, fraction: 0.09405
  across/along: 7.31
  A/omega: 1.665e-08
  emitter size: 1 nm; size times k: 0.01257
  box transit time: 33.36 ns
\end{verbatim}
